Orbital Hall response of gapped graphene with only pz orbitals

Consider a flat honeycomb sheet with lattice constant a and one pz orbital on each atom. Sites A have energy +Δ and sites B have energy −Δ. An electron hops between nearest neighbours with amplitude −t, where t > 0. The electron charge is −e, with e > 0, and m_e is the free-electron mass. Electrons do not interact, there is no disorder and no spin–orbit coupling, and the position operator is diagonal in the sites. The vectors from an A atom to its B neighbours are

δ₁ = a(0, 1/√3), δ₂ = a(1/2, −1/(2√3)), δ₃ = a(−1/2, −1/(2√3)).

With the velocity v = (i/ħ)[H, r], the out-of-plane orbital angular momentum is

L = (m_e/2)(r×v − v×r)_z = (m_e/2)(x v_y − y v_x + v_y x − v_x y).

The second form of the product makes L Hermitian. Between Bloch states, only the part of r that connects different bands is kept, because in the average of L over a wave packet the part within one band describes the motion of the centre and not the internal circulation. Using the same truncated L inside a current operator is the conventional choice, but it is a further assumption, and its effect on the size of the result is given below. A field F along x drives an orbital current along y, with operator

j = (v_y L + L v_y)/2.

The orbital Hall conductivity is σ = ⟨j⟩/F per unit area, summed over two spins. Its natural unit is e/2π, which is ħ times the unit e/h of a particle Hall current. L is treated as a fixed operator, so any change of its definition by the field is left out.

**The belief and its appeal**

The belief is this: a pz orbital carries no angular momentum about the z axis, so a sheet made of pz orbitals alone can have no orbital Hall effect. The premise is true. On one atom the orbital has the form z g(r), and

−iħ(x∂_y − y∂_x) z g(r) = 0,

because neither z nor r changes under rotation about z. For comparison, the same operator turns x g(r) into iħ y g(r), so px and py are coupled.

The next step also looks sound. If L is replaced by a sum of angular momenta, each taken about its own nucleus, then L is the zero matrix in this basis. The current j is then zero, and so is its response to any field. This replacement is natural where the angular momentum of interest comes from partly filled p or d shells.

The error is in the replacement. For an electron near atom i at R_i, write r = R_i + (r − R_i). The atom-centred approximation keeps the second part and discards the first. Yet an electron that hops around a group of atoms circulates through the change of R_i, whatever the shape of the orbital. Whether this contributes to the Hall response has to be calculated.

**Two bands and their circulation**

In the basis (A, B), with atomic positions included in the Bloch phases, the Hamiltonian is H = d·σ, where σ here denotes the Pauli matrices and

d_x − i d_y = −t Σ_j exp(ik·δ_j), d_z = Δ.

The energies are ±ε, with ε = |d|. Label the lower band v and the upper band c. Differentiating H|m⟩ = E_m|m⟩ with respect to k and projecting on another band n gives

⟨n|∂_k H|m⟩ = (E_m − E_n)⟨n|∂_k m⟩.

Since r_nm = i⟨n|∂_k m⟩ and v = ∂_k H/ħ, this is

v_nm = (i/ħ)(E_n − E_m) r_nm.

For the lower band, E_v − E_c = −2ε. The four terms of L are therefore

x_vc (v_y)_cv = (2iε/ħ) x_vc y_cv,
−y_vc (v_x)_cv = −(2iε/ħ) y_vc x_cv,
(v_y)_vc x_cv = −(2iε/ħ) y_vc x_cv,
−(v_x)_vc y_cv = (2iε/ħ) x_vc y_cv.

Adding them and multiplying by m_e/2 gives

L_v = (2m_e ε/ħ) Ω_v, Ω_v = i(x_vc y_cv − y_vc x_cv).

Ω_v is the Berry curvature of the lower band. Exchanging v and c reverses both the energy difference and the curvature, so L_c = L_v.

The element between the bands is

L_cv = (m_e/2){x_cv[(v_y)_vv + (v_y)_cc] − y_cv[(v_x)_vv + (v_x)_cc]}.

The band velocities are opposite because the energies are ±ε, so L_cv = 0. At each k, L is thus a number L(k) times the unit matrix. Hopping between second neighbours would spoil this cancellation; its effect is given below.

To find Ω_v, use the velocity relation again:

x_vc = i(∂_x H)_vc/(2ε), y_cv = −i(∂_y H)_cv/(2ε).

Derivatives are with respect to k_x and k_y. Then

Ω_v = (i/4ε²)⟨v|[∂_x H, ∂_y H]|v⟩,

where the diagonal intermediate terms cancel in the commutator. The Pauli algebra gives [∂_x H, ∂_y H] = 2i(∂_x d × ∂_y d)·σ, and the lower state has ⟨σ⟩ = −d/ε. Since d_z does not depend on k,

Ω_v = ΔJ/(2ε³), J = ∂_x d_x ∂_y d_y − ∂_x d_y ∂_y d_x,

L(k) = m_e ΔJ/(ħε²).

The factor J follows from the hops. Put h = d_x − i d_y. Then Im[(∂_x h)* ∂_y h] = −J, while direct differentiation gives

(∂_x h)* ∂_y h = t² Σ_jl δ_jx δ_ly exp[ik·(δ_l − δ_j)].

Collect the terms (j,l) and (l,j). Each of the cross products δ₁×δ₂, δ₂×δ₃ and δ₃×δ₁ equals −√3a²/6, so

J = (√3a²t²/6){sin[k·(δ₂−δ₁)] + sin[k·(δ₃−δ₂)] + sin[k·(δ₁−δ₃)]}.

The three differences form a closed triangle. J is odd in k, hence L(−k) = −L(k), as time reversal requires.

At K = (4π/3a, 0) each sine is √3/2, and J = 3a²t²/4. Expanding h around K and around K′ = −K gives

h = ħv(τq_x − iq_y), ħv = √3at/2,

with τ = +1 at K and −1 at K′. From here v without an index is this Dirac speed. It follows that J = τħ²v² at the valley points, and

L(K) = m_e ħv²/Δ, L(K′) = −m_e ħv²/Δ.

**The same angular momentum in real space**

For a state with site amplitudes ψ, the velocity matrix is v_ij = (i/ħ)H_ij(r_j − r_i). Symmetrizing its product with r places each bond's contribution at the bond's midpoint R, measured from the packet centre:

L = m_e Σ_bonds (2t/ħ) Im(ψ_A* ψ_B)(R×δ)_z.

No atomic angular momentum enters. What remains is a sum of bond currents, each with a lever arm.

A packet of lower-band states makes this concrete. Take Δ = 2 eV with a = 0.246 nm and t = 2.8 eV, on a periodic lattice of 180 × 180 cells. Give the packet a Gaussian spread of 0.15 nm⁻¹ in each component of k. Summing its bond currents gives +2.326 ħ at K and −2.326 ħ at K′. The formula for the point K alone gives 2.335 ħ.

**From circulation to a Hall current**

The field adds the potential energy eFx. The part of x within a band shifts k, which leaves a filled band filled. The part between bands changes the lower state to

|v⟩ − |c⟩ eF x_cv/(2ε).

Because L is a number at each k, j = L(k)v_y. The first-order change of its expectation value is

δj = −(eF L/ε) Re[(v_y)_vc x_cv].

Insert (v_y)_vc = −(2iε/ħ)y_vc:

δj = (2eF L/ħ) Re(i y_vc x_cv).

With z = y_vc x_cv, one has x_vc y_cv = z*, so Ω_v = i(z* − z) = 2 Im z, while Re(iz) = −Im z. Therefore

δj = −(eF/ħ) L(k) Ω_v(k).

The current without a field sums to zero: L(k) is unchanged by the threefold rotation of the lattice, and the velocity is an in-plane vector. With two spins,

σ = −(2e/ħ) ∫ d²k/(2π)² L Ω_v

= −(2e m_e/ħ²) ∫ d²k/(2π)² Δ²J²/(2ε⁵).

With j as defined above, this refutes the belief. The integrand is a square divided by a positive quantity, so for finite Δ ≠ 0 the response cannot vanish. Reversing the sign of Δ reverses both L and Ω_v and leaves σ unchanged.

The ordinary charge Hall response contains Ω_v without L. It is odd in k and integrates to zero. The orbital response survives because opposite valleys send electrons to opposite sides, and those electrons circulate in opposite senses.

**Small and large gaps**

For |Δ| much smaller than t, the integral comes from the neighbourhoods of K and K′. There J² = ħ⁴v⁴ and ε² = Δ² + ħ²v²q², so q dq = ε dε/(ħ²v²). The two valleys contribute equally:

σ = −(2e m_e/ħ²) · 2 · [1/(2πħ²v²)] · (Δ²ħ⁴v⁴/2) ∫ dε/ε⁴.

The integral runs from |Δ| to infinity and equals 1/(3|Δ|³). Hence

σ = −(e/2π) · 2m_e v²/(3|Δ|).

This growth depends on the definition of j. One may instead keep all of r and measure it from the centre r_c of each packet. Near a valley v_y² = v² and v_x v_y + v_y v_x = 0, so the current operator becomes m_e v²(x − x_c). Its average vanishes, and the 1/|Δ| term is absent. On the lattice, with a and t as above, this definition gives −0.68 e/2π at Δ = 1 eV and −0.96 e/2π at Δ = 0.25 eV, against −2.87 and −12.39 for the operator used here. Subtracting the packet's velocity as well gives −0.86 and −5.43. At these gaps the response is nonzero in all three definitions, but its size is not unique. All numbers below refer to the operator defined at the start.

The growth at small gap also belongs to a clean insulator at zero temperature. If the Fermi level μ, measured from midgap, lies in a band, states with ε < |μ| have both bands filled or both empty. Their interband contributions cancel, because the bands share L and have opposite curvature. The lower limit becomes |μ|, which multiplies σ by (|Δ|/|μ|)³. At zero temperature and fixed μ ≠ 0, the response then falls as Δ² when the gap closes. The current from a rigid shift of the Fermi surface adds nothing to σ, since it contains L v_x v_y, which is odd in k. Scattering adds other Fermi-surface terms, which this clean model leaves out.

At temperature T the multiplying factor is

3|Δ|³ ∫ dε [f(−ε) − f(ε)]/ε⁴,

with the same lower limit |Δ| and the Fermi function f. For μ = 0 the bracket is tanh(ε/2k_BT). When |Δ| is far below k_BT, energies near |Δ| dominate, where the tanh is ε/(2k_BT). The factor tends to 3|Δ|/(4k_BT), and σ tends to −(e/2π)m_e v²/(2k_BT) instead of diverging. At Δ = 0 itself the integrand vanishes away from the band crossing. At nonzero temperature, the limit of a small gap is therefore not the same as a gapless sheet, and a real sheet near this limit needs a treatment of disorder.

In the opposite limit, |Δ| much larger than t, one may set ε = |Δ|. The squares of the three sines average to 1/2 each and their cross terms to zero, so J² averages to a⁴t⁴/8. The Brillouin zone contributes 2/(√3a²) states per area and spin. Thus

σ → −e m_e a²t⁴/(4√3 ħ²|Δ|³).

The electrons settle on the lower sublattice and the response disappears with their hopping. In this limit of isolated atoms the atom-centred argument gives the right answer.

An intermediate case shows where the small-gap formula begins to fail. For Δ = 1 eV, the lattice integral on a 48 × 48 mesh of k points gives −2.867 e/2π, while the small-gap formula gives −3.113 e/2π, which is 8.6 per cent larger in magnitude. The response can also be found without perturbation theory. Let the lower-band electrons evolve under the time-dependent Schrödinger equation while a field is raised smoothly to 10⁻³ V/nm over 30 fs. Half the difference between the currents for the two field directions, divided by the field, gives −2.866 e/2π.

**A gap of 50 meV**

Take a = 0.246 nm, t = 2.80 eV and a full gap 2Δ = 50 meV, rough values for graphene aligned on hexagonal boron nitride. Then

ħv = √3 × 0.246 nm × 2.80 eV/2 = 0.5965 eV nm,

v = 9.06 × 10⁵ m/s, m_e v² = 4.67 eV.

The angular momentum at K is

L(K)/ħ = 4.67 eV/0.025 eV = 187.

This large value reflects a light band-edge mass. Expanding ε near K gives m* = Δ/v² = 0.00535 m_e, and L(K)/ħ = m_e/m*. The Hall conductivity is

σ = −(e/2π) × 2 × 4.67 eV/(3 × 0.025 eV) = −124.5 e/2π.

Numerical integration of the linear-response formula with the lattice bands, over discs of radius 3 nm⁻¹ around both valleys, also gives −124.5 e/2π. Each valley supplies −62.3 e/2π. In the same discs the particle Hall currents are −0.985 and +0.985 in units of e/h, and their sum vanishes. Multiplication by e/ħ expresses the orbital result as −4.82 mS, but it remains a conductivity for angular momentum, not for charge.

**What a real sheet changes**

The gap of aligned graphene varies between samples, and the clean result scales as its inverse. Residual carriers can give the largest correction among those sized here, depending on their density. At low temperature, a uniform density of 10¹⁰ cm⁻² puts the Fermi level at 27.1 meV from midgap and multiplies σ by 0.78. At 10¹¹ cm⁻² the level is at 41.7 meV and the factor is 0.21. These factors cover only the clean, intrinsic part. Once the Fermi level lies in a band, scattering adds side-jump and skew terms, some of which do not depend on the scattering time and are as large as the intrinsic part. For weak white-noise disorder within a valley, in the ladder approximation, they turn both factors into about 1.2, and other kinds of disorder give other values. Real residual charge is also uneven. With the Fermi level at midgap, heating to 300 K gives a factor of 0.59, while at 20 K the reduction is negligible.

Corrections to the band structure are smaller in this estimate. A second-neighbour hopping of 0.10 eV changes σ by less than 1 part in 10⁴, with the band occupations held fixed. A lattice mismatch of 1.8 per cent gives a moiré period of 13.9 nm. The nearest edge of the moiré zone then lies at a band energy of 158 meV, and the share of σ from higher energies is (25/158)³, or 0.4 per cent. This does not measure how the moiré potential alters the states at lower energy. For an assumed scattering time of 0.3 ps, ħ divided by that time is 2.2 meV, or 4 per cent of the gap. That is a comparison of energies, not a calculation of the disorder correction, and it bears only on a Fermi level inside the gap.

A strong field carries electrons across the gap. For q_y = 0 the branches ±ħvq_x approach at a relative rate 2veF and are coupled by Δ. The Landau–Zener formula gives the crossing probability

P = exp[−πΔ²/(ħv eF)].

The exponent is −1 at 32.9 kV/cm. At 1 kV/cm, P is about 5 × 10⁻¹⁵, so the filled-band calculation is safe from this process there.

The model also omits interactions and position matrix elements between neighbouring orbitals. Bands made from s, px and py orbitals do not mix with pz bands in a flat sheet, because the two sets have opposite parity under reflection in its plane. They can add an orbital Hall response of their own, and a substrate weakens the separation.

Finally, σ is not a prediction of angular momentum collected at an edge. L(k) changes as the field moves an electron through k, so L is not conserved, and accumulation depends also on relaxation and on the edge. What the calculation establishes is narrower: the atom-centred angular momentum is zero, while the bulk orbital Hall conductivity from motion between atoms is not. Its size, and its growth at small gap, depend on how the orbital current is defined.

The molecular numbers use the small basis STO-3G and are not converged values.
